# How far away must periodic copies of a pinhole be?

A coherent projection lens with wavelength $\lambda$ and numerical aperture NA images a very small pinhole. The envelope of the image amplitude falls to a fraction $\varepsilon$ of the peak at the distance

$$d=\pi^{-4/3}\,\varepsilon^{-2/3}\,\frac{\lambda}{\mathrm{NA}},\qquad d\simeq4.7\,\frac{\lambda}{\mathrm{NA}}\quad\text{for }\varepsilon=0.01 .$$

If the pinhole is repeated periodically, as it is in a calculation with periodic boundaries, a period of at least $d$ keeps the contribution of each copy at the original image centre below 1 percent. This is a sufficient condition on each copy separately. It does not limit the sum over all copies to 1 percent.

## The estimate on the back of an envelope

The lens is scalar, free of aberrations and in focus, with a uniformly filled circular pupil. Distances are measured at the wafer. Scale the pupil radius to 1 and define

$$x=\frac{2\pi\,\mathrm{NA}\,r}{\lambda}.$$

At distance $r$ from the image centre, a plane wave from pupil point $\mathbf s$ has the phase $x s$, where $s$ is the component of $\mathbf s$ along the direction of observation. Cut the pupil into strips of constant $s$. When $x$ is large the phase varies rapidly from strip to strip, and the smooth interior of the pupil cancels. What survives comes from the two edges, within a depth $t\sim1/x$.

At depth $t$ the strip has length $2\sqrt{1-(1-t)^2}\approx2\sqrt{2t}$. Each edge therefore contributes an area of order $2\sqrt{2/x}\times1/x$. Two edges, divided by the pupil area $\pi$, give

$$|A|\sim\frac{4\sqrt2}{\pi}\,x^{-3/2}\approx1.8\,x^{-3/2}.$$

Setting this equal to 0.01 gives $x\approx180^{2/3}\approx32$, or $r\approx5\,\lambda/\mathrm{NA}$. The power of $x$ is reliable; the coefficient needs the actual integral.

## The amplitude and its envelope

A pinhole much smaller than $\lambda/\mathrm{NA}$ fills the pupil evenly. Its image amplitude, normalized to $A(0)=1$, is the average of the plane waves over the pupil:

$$A(x)=\frac1\pi\int_{|\mathbf s|<1}e^{ixs}\,d^2s
=\frac2\pi\int_{-1}^{1}\sqrt{1-s^2}\,\cos(xs)\,ds .$$

The second form uses the strip length $2\sqrt{1-s^2}$; the sine part vanishes because it is odd.

To identify this function, expand the cosine. With $s=\sin t$ and $W_k=\int_{-\pi/2}^{\pi/2}\sin^{2k}t\,dt=\pi(2k)!/(4^k k!^2)$, the required moments are

$$\int_{-1}^{1}s^{2k}\sqrt{1-s^2}\,ds=W_k-W_{k+1}=\frac{W_k}{2k+2},$$

since $W_{k+1}=W_k(2k+1)/(2k+2)$. Hence

$$A(x)=\sum_{k=0}^{\infty}\frac{(-1)^k(x/2)^{2k}}{k!\,(k+1)!}=\frac{2J_1(x)}{x},$$

which is the Airy amplitude.

For large $x$, put $s=1-t$ near the upper edge and keep $\sqrt{1-s^2}\approx\sqrt{2t}$. With a vanishingly weak damping factor to define the integral at its far end,

$$\int_0^\infty\sqrt{2t}\,e^{ix(1-t)}dt
=\sqrt2\,\Gamma(\tfrac32)\frac{e^{ix}}{(ix)^{3/2}}
=\sqrt{\frac\pi2}\,x^{-3/2}e^{i(x-3\pi/4)} .$$

Here $\Gamma(3/2)=\sqrt\pi/2$ and $i^{-3/2}=e^{-3\pi i/4}$. The real part is the contribution of one edge. The other edge gives the same, because the integrand is even. Multiplying by $2\times2/\pi$,

$$A(x)\simeq C\,x^{-3/2}\cos\!\left(x-\frac{3\pi}{4}\right),\qquad
C=2\sqrt{\frac2\pi}\simeq1.596 .$$

Now set the envelope equal to $\varepsilon$:

$$x^3=\frac{C^2}{\varepsilon^2}=\frac{8}{\pi\varepsilon^2},\qquad
x=2\pi^{-1/3}\varepsilon^{-2/3},\qquad
d=\frac{x}{2\pi}\frac{\lambda}{\mathrm{NA}}=\pi^{-4/3}\varepsilon^{-2/3}\frac{\lambda}{\mathrm{NA}} .$$

For $\varepsilon=0.01$, $x=29.42$ and $d=4.682\,\lambda/\mathrm{NA}$. The crude coefficient 1.8 overestimated this by less than a tenth.

The word "amplitude" matters. An intensity of 1 percent from one copy alone corresponds to $\varepsilon=0.1$, for which the formula gives about $1.0\,\lambda/\mathrm{NA}$. There $x$ is only about 6, so the large-$x$ form is less accurate: the true last crossing is at $0.94\,\lambda/\mathrm{NA}$.

## Making the envelope a bound

The asymptotic envelope is not by itself an upper bound. One follows from Bessel's equation, $J_1''+J_1'/x+(1-1/x^2)J_1=0$. Substitute $J_1=x^{-1/2}u$. The terms in $u'$ cancel, and the terms in $u/x^2$ have the coefficient $\tfrac34-\tfrac12-1=-\tfrac34$, so

$$u''+q\,u=0,\qquad q=1-\frac{3}{4x^2}.$$

Define $E=u'^2+qu^2$. Its derivative is

$$E'=2u'(u''+qu)+q'u^2=\frac{3}{2x^3}u^2\ge0 .$$

Thus $E$ never decreases. At the successive maxima of $|u|$, where $u'=0$, it equals $qu^2$. Since $u=x^{3/2}A/2$ tends to $\sqrt{2/\pi}\cos(x-3\pi/4)$, those values tend to $2/\pi$, which is therefore the limit of $E$. It follows that $qu^2\le E\le2/\pi$, and

$$|A(x)|=\frac{2|u|}{x^{3/2}}\le\frac{C\,x^{-3/2}}{\sqrt{1-3/(4x^2)}},\qquad x>\frac{\sqrt3}{2}.$$

The right side decreases with $x$. It reaches 0.01 at $4.6837\,\lambda/\mathrm{NA}$, compared with 4.6824 from the simple envelope. The difference has no practical weight, but every copy beyond the slightly larger distance is now covered.

## Comparison with the oscillating amplitude

The true amplitude passes through zeros, so the envelope is cautious. From $(J_1/x)'=-J_2/x$, the lobe maxima lie at zeros of $J_2$. Evaluating the Bessel functions there gives:

- at $4.364\,\lambda/\mathrm{NA}$, a lobe of height 1.110 percent;
- at $4.865\,\lambda/\mathrm{NA}$, the next lobe, of height 0.943 percent.

The first is the last lobe above 1 percent, because the bound covers everything farther out. A numerical root search on its outer side puts the final 1 percent crossing at $4.436\,\lambda/\mathrm{NA}$. The envelope distance is about 6 percent longer than this.

At the envelope distance itself the amplitude happens to be $-0.365$ percent. Some shorter distances, close to zeros of $J_1$, also give a small contribution from one particular copy. The figure 4.7 is therefore a safe distance, not a necessary one.

These statements hold at the image centre. At a point displaced by $w$, a neighbouring copy may be as near as $P-w$, where $P$ is the period. The sufficient condition there is $P\ge d+w$. It keeps the copy below 1 percent of the peak, not of the smaller local amplitude.

## What all the copies do together

Let the copies form a square lattice of period $P=p\,\lambda/\mathrm{NA}$, lit coherently at normal incidence. The total amplitude at one image centre, relative to the peak of an isolated pinhole, is

$$T=\frac1\pi\int_{|\mathbf s|<1}\sum_{\mathbf n}e^{2\pi i p\,\mathbf n\cdot\mathbf s}\,d^2s,$$

where $\mathbf n$ runs over pairs of integers and $\mathbf n=0$ is the original. Poisson summation turns the sum over copies into a sum over diffraction orders $\mathbf m$:

$$\sum_{\mathbf n}e^{2\pi i p\,\mathbf n\cdot\mathbf s}
=\sum_{\mathbf m}\delta^2(p\mathbf s-\mathbf m)
=\frac1{p^2}\sum_{\mathbf m}\delta^2\!\left(\mathbf s-\frac{\mathbf m}{p}\right).$$

The factor $1/p^2$ comes from rescaling a two-dimensional delta function. Integration over the pupil counts the orders it admits:

$$T=\frac{N(p)}{\pi p^2},\qquad N(p)=\text{number of orders with }m_1^2+m_2^2<p^2 .$$

The sum over copies is taken with a smooth cutoff that is made ever wider, and no order may lie on the pupil edge. Some rule for the order of summation is needed because the absolute values do not have a finite sum. Adding the copies in order of distance gives the same total, but converges slowly. At $p=4.682$, a copy $n$ periods away has amplitude about $0.01\,n^{-3/2}|\cos|$. If the phases are spread evenly, the mean of $|\cos|$ is $2/\pi$. With $2\pi n\,dn$ copies in a ring, those between 50 and 200 periods away should contribute

$$0.01\times\frac2\pi\times4\pi\left(\sqrt{200}-\sqrt{50}\right)=0.566 .$$

Direct addition gives 0.567. The absolute sum grows as the square root of the array radius, so the total depends on cancellation between distant copies.

At $p=4.6824$ the pupil admits 69 orders, while $\pi p^2\simeq68.9$. The total is only 0.18 percent above the isolated peak. This close agreement is an accident of the chosen period: the total also passes through 1 at other periods, such as $p=5.078$, but departs from it in between. At the larger period $p=4.980$ there are still 69 orders, but $\pi p^2\simeq77.9$, and the total is 11.44 percent too low.

The reason is visible in the order pattern. Twelve orders, $(\pm5,0)$, $(0,\pm5)$, $(\pm3,\pm4)$ and $(\pm4,\pm3)$, lie at radius 5, just outside the pupil. As $p$ approaches 5 from below, the error approaches $-12.15$ percent, the largest in magnitude for any period beyond $d$.

How large must the period be for the total to stay within 1 percent? Draw a unit square around each admitted lattice point. Together the squares cover the disc of radius $p-1/\sqrt2$ and lie inside the disc of radius $p+1/\sqrt2$. Therefore

$$|T-1|\le\frac{\sqrt2}{p}+\frac1{2p^2}.$$

At $p=150$ this bound is 0.945 percent, and it decreases thereafter. For smaller $p$, the count changes only when $p^2$ passes an integer, and between integers $T$ decreases steadily. It is enough to examine the ends of these intervals. Doing so numerically shows that the total stays within 1 percent beyond $p=25.94$, more than five times the single-copy distance.

## Numbers for a KrF lens

Take $\lambda=248$ nm, $\mathrm{NA}=0.60$ and fourfold reduction, roughly the values of a dry KrF scanner. Then

$$\frac{\lambda}{\mathrm{NA}}=\frac{248\ \mathrm{nm}}{0.60}=413.3\ \mathrm{nm},\qquad
d=4.682\times413.3\ \mathrm{nm}=1935\ \mathrm{nm}.$$

The last true crossing is at 1834 nm. For the full coherent array, the period that keeps the total within 1 percent from there on is 10.72 µm.

**Partial coherence.** With coherent light, an amplitude of 1 percent from one copy can change the central intensity by $2\varepsilon+\varepsilon^2=2.01$ percent. A scanner uses an extended source. Let the source be a uniform disc of radius $\sigma$ relative to the pupil. A source point $\sigma\mathbf s'$ lights the copy with an extra phase $\sigma x s'$, and averaging this phase over the disc is the same integral as before, with $x$ replaced by $\sigma x$. The intensity becomes

$$I=1+2A(x)A(\sigma x)+A(x)^2 .$$

For $\sigma\to0$ this returns $(1+A)^2$. For $\sigma=0.5$, the envelope of $A(\sigma x)$ at $d$ is $0.01\times0.5^{-3/2}=0.0283$, and the change is limited to $2\times0.01\times0.0283+0.0001$, or about 0.067 percent. Over the next $\lambda/\mathrm{NA}$ of distance, the largest change found by averaging over the source is 0.039 percent.

**Pupil weights.** Suppose a smooth weight multiplies the pupil amplitude. The peak becomes the mean weight, while the tail keeps only the weight at the two edge points along the direction of observation. If these have equal magnitude, the relative tail is multiplied to leading order by

$$F=\frac{|\text{edge weight}|}{|\text{mean weight}|},\qquad d\to F^{2/3}d,$$

because the condition is now $FCx^{-3/2}=\varepsilon$. A weight that vanishes at the edge removes the leading tail.

For linear polarization in air, let $\theta$ be the ray angle at the wafer, with $\sin\theta=\mathrm{NA}\,|\mathbf s|$, and $\theta_o$ the angle at the mask, with a sine four times smaller. Power conservation fixes $|E|^2\cos\theta$ for each ray and gives the weight $\sqrt{\cos\theta_o/\cos\theta}$. Tilting the rays multiplies the field along the polarization by $\sin^2\phi+\cos\theta\cos^2\phi$, where $\phi$ is the pupil angle from the polarization axis. It also creates an axial field with the factor $-\sin\theta\cos\phi$ and a transverse field perpendicular to the polarization with the factor $-(1-\cos\theta)\sin\phi\cos\phi$. The image of this last component vanishes along and across the polarization; on the diagonals its envelope at $d$ is about 0.11 percent of the peak.

Two-dimensional numerical integration over the pupil, for distances from $d$ to one $\lambda/\mathrm{NA}$ beyond, gives the factors below; the distances follow from $F^{2/3}d$. The polarization entries include the power-conservation weight; the finite hole and the defocus are each taken alone.

- Across the polarization, $F=1.11$ and the distance is $5.03\,\lambda/\mathrm{NA}$.
- Along the polarization, $F=0.89$ for the main component and 0.67 for the axial one, relative to the same peak. The distances are 4.34 and 3.58.
- A uniformly transmitting hole of diameter 100 nm at wafer scale has $F=0.96$ and distance 4.57.
- A defocus of 200 nm has $F=1.05$ and distance 4.84.

The edge-to-mean ratios agree with these integrals to within 0.01. For the main field component, the combined power and polarization weight makes the largest of these changes, about 7 percent in distance. The power weight alone gives $F=1.06$ and lengthens the distance by about 4 percent in every direction. A fairer single-copy figure for this polarized lens is therefore about $5\,\lambda/\mathrm{NA}$.

Of the assumptions sized here, coherent illumination is the one whose failure matters most: at $\sigma=0.5$ the possible intensity change from one copy drops from 2.01 percent to below 0.07 percent. The 12 percent array error likewise belongs to coherent light at normal incidence and should not be carried over to an extended source. Resist refraction and reflections, mask thickness, residual aberrations and stray light are omitted and have not been sized.
